# Out-of-shell polarisabilities of hydrogen and the quadratic Stark effect

## 1. Two answers for one shell

Sum over all states outside the shell \(n=2\) and the polarisability of 2s comes out as 120 atomic units. It would seem to follow that a field \(F\) lowers the 2s level by \(60F^2\). The parabolic Stark formula, however, contains no 120. Its quadratic shift for the two \(m=0\) levels of this shell is \(-84F^2\), a polarisability of 168. Using 120 for degenerate hydrogen gives a wrong shift. For a 2s level separated from 2p, 168 is wrong as well, and 120 is only the part of the polarisability that comes from the other shells; section 9 adds the part due to 2p.

Both numbers are matrix elements of one operator, taken in different states. These notes derive that operator in closed form.

## 2. Definitions and conditions

Hartree atomic units are used. The nucleus is fixed, and spin and relativity are left out:

\[
H=-\tfrac12\nabla^2-\frac1r,\qquad E=-\frac1{2n^2}.
\]

The electron has charge \(-1\), so a field \(F\) along \(+z\) adds the energy \(+Fz\). Let \(P\) project on the shell \(n\), \(Q=1-P\), and \(Z=PzP\). The out-of-shell polarisability operator is

\[
\hat\alpha=2PzQ(H-E)^{-1}QzP .
\]

To see its role, split a perturbed state into a shell part \(\phi\) and a remainder. To first order the remainder is \(-F(H-E)^{-1}Qz\phi\). Putting it back into the shell equation gives

\[
H_{\rm eff}=E+FZ-\tfrac12F^2\hat\alpha+O(F^3). \tag{1}
\]

A polarisability \(\alpha\) therefore means an energy \(-\alpha F^2/2\). For \(n>1\) this derivation assumes that the linear shifts, at most \(\tfrac32n(n-1)F\), are small against the shell spacing, about \(1/n^3\). The condition is sufficient, not necessary, for the parabolic formula of section 8: at \(n=30\), \(F=1/n^5\), where the largest linear shift is 1.5 spacings, that formula is still within 0.3% of a spacing for the \(m=0\) levels with \(k=\pm29\) and \(k=1\). For \(n=1\) there is no linear shift, and \(F\) itself must be a small fraction of an atomic unit: the true shift exceeds the quadratic one by about 1% at \(F=0.02\), 9% at \(F=0.05\) and 22% at \(F=0.1\). Even then the potential falls without limit towards \(z\to-\infty\), so the levels are strictly resonances; ionisation is neglected here.

## 3. A commutator that solves the response

Write \(D=\mathbf r\cdot\nabla\). For a function \(f\), \([H,f]=-\tfrac12(\nabla^2f)-(\nabla f)\cdot\nabla\). Hence

\[
[H,z]=-\partial_z,\qquad [H,r^2]=-3-2D .
\]

The potential gives \([H,\partial_z]=-z/r^3\). Also \([\nabla^2,D]=2\nabla^2\), so

\[
[H,D]=-\nabla^2-\frac1r=2H+\frac1r .
\]

The product rule then yields

\[
[H,r^2\partial_z]=-3\partial_z-2D\partial_z-\frac zr,
\]
\[
[H,zD]=-\partial_zD+2zH+\frac zr .
\]

Take \(G=2z-2r^2\partial_z+zD\). Since \(\partial_zD=D\partial_z+\partial_z\),

\[
[H,G]=3\Big(\partial_zD+\frac zr\Big)+2zH. \tag{2}
\]

The bracket is related to the Runge–Lenz vector \(\mathbf M=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\mathbf r/r\). Because \(\mathbf L\times\mathbf p=-\mathbf p\times\mathbf L+2i\mathbf p\) and \((\mathbf p\times\mathbf L)_z=zp^2-(\mathbf r\cdot\mathbf p)p_z+2ip_z\),

\[
M_z=-z\nabla^2+\partial_zD-\frac zr=2zH+\partial_zD+\frac zr. \tag{3}
\]

It is conserved. The three terms on the right of (3) have commutators with \(H\)

\[
-2\partial_zH,\qquad -\frac{z}{r^3}D+\partial_z\Big(2H+\frac1r\Big),\qquad
\frac{z}{r^3}-\frac1r\partial_z+\frac z{r^3}D,
\]

and \(\partial_z(1/r)=(1/r)\partial_z-z/r^3\) as operators, so the sum vanishes.

Equations (2) and (3) give \([H,G]=3M_z-4zH\). Let this act on a shell state \(\psi\), where \(-4E=2/n^2\), and set \(S=n^2G/2\):

\[
(H-E)S\psi=z\psi+\tfrac32n^2M_z\psi. \tag{4}
\]

\(S\psi\) is normalisable, and \(M_z\psi\) stays in the shell. Projection with \(P\) removes the left side. With \(\mathbf A=n\mathbf M\),

\[
Z=-\tfrac32n^2M_z=-\tfrac32nA_z .
\]

Projection with \(Q\) gives \((H-E)^{-1}Qz\psi=QS\psi\). The infinite sum over bound and continuum states has been replaced by a differential operator. For 1s, \(S\psi=(z+rz/2)\psi\).

## 4. The algebra of the shell

For the commutator of two components of \(\mathbf M\), write \(M_i=K_i-r_i/r\) with \(K_i=-r_i\nabla^2+\partial_iD\). The pieces of \([K_x,K_y]\) are

\[
[x\nabla^2,y\nabla^2]=2(x\partial_y-y\partial_x)\nabla^2,\qquad[\partial_xD,\partial_yD]=0,
\]
\[
-[x\nabla^2,\partial_yD]-[\partial_xD,y\nabla^2]=-(x\partial_y-y\partial_x)\nabla^2 .
\]

For the potential part,

\[
[K_x,y/r]=\frac{2xy}{r^3}-\frac{2x}{r}\partial_y+\frac{xy}{r^3}D .
\]

Its terms symmetric in \(x,y\) cancel in \(-[K_x,y/r]+[K_y,x/r]\). Since \(x\partial_y-y\partial_x=iL_z\),

\[
[M_x,M_y]=iL_z\Big(\nabla^2+\frac2r\Big)=-2iL_zH .
\]

On the shell this is \([A_x,A_y]=iL_z\), with cyclic versions. As \(\mathbf A\) is a vector, \([L_x,A_y]=iA_z\) and so on. Consequently \(\mathbf J_{1,2}=(\mathbf L\pm\mathbf A)/2\) are two commuting angular momenta.

Their size follows from the state with \(l=m=n-1\). It is the only shell state with this \(m\), and both raising operators annihilate it. It is an eigenstate of \(A_z\), with eigenvalue zero by parity. Hence \(j_1=j_2=(n-1)/2\), the \(n^2\) product states fill the shell, and

\[
L^2+A^2=2(J_1^2+J_2^2)=n^2-1. \tag{5}
\]

A double commutator will be needed. First,

\[
[L^2,A_z]=-i(L_xA_y+A_yL_x)+i(L_yA_x+A_xL_y).
\]

A second commutator with \(A_z\) turns the two terms into \(2(A_y^2-L_x^2)\) and \(2(A_x^2-L_y^2)\). Using (5),

\[
[A_z,[L^2,A_z]]=2(n^2-1-2L^2-A_z^2+L_z^2). \tag{6}
\]

## 5. Removing the in-shell part

Since \(Q=1-P\),

\[
\hat\alpha=2PzSP-2Z\,PSP .
\]

The operator \(\hat\alpha\) is Hermitian, so only Hermitian parts on the right survive. The first term contains

\[
2zS=n^2(2z^2-2zr^2\partial_z+z^2D).
\]

For a real vector field \(\mathbf v\), the Hermitian part of \(\mathbf v\cdot\nabla\) is \(-\tfrac12\nabla\cdot\mathbf v\). Here the divergence is \(-2r^2-4z^2+5z^2=-2r^2+z^2\). The Hermitian part of \(2zS\) is therefore \(n^2(r^2+\tfrac32z^2)\).

For \(PSP\), note that \(P[H,X]P=0\) for the regular operators \(X\) used here, because \(H\) equals \(E\) on both sides. With \(X=r^2z\),

\[
[H,r^2z]=-5z-2zD-r^2\partial_z,
\]

so inside the projectors \(r^2\partial_z\) may be replaced by \(-5z-2zD\). This gives

\[
P(zD-2r^2\partial_z)P=5P(zD+2z)P .
\]

Next, \(L^2=-r^2\nabla^2+D^2+D\) implies \([L^2,z]=2zD+2z-2r^2\partial_z\). The same replacement turns this into \([L^2,Z]=6P(zD+2z)P\). Thus

\[
PSP=n^2Z+\frac{5n^2}{12}[L^2,Z].
\]

The commutator \([L^2,Z]\) is anti-Hermitian, so the Hermitian part of \(Z[L^2,Z]\) is \(\tfrac12[Z,[L^2,Z]]\). The result is

\[
\hat\alpha=n^2\Big\{P(r^2+\tfrac32z^2)P-2Z^2-\tfrac5{12}[Z,[L^2,Z]]\Big\}. \tag{7}
\]

## 6. The coordinate moments

Let \(X=Pz^2P\), \(Y=P(z^2/r)P\), \(N=z\partial_z\) and \(\Lambda=L^2-L_z^2\). By (4), \(z\psi=Z\psi+(H-E)S\psi\). Since \(Pz(H-E)=P[z,H]=P\partial_z\),

\[
X=Z^2+\frac{n^2}{2}P\partial_zGP,
\]
\[
\partial_zG=2-2N+D+ND-2r^2\partial_z^2 .
\]

Expanding \(-\Lambda=(y\partial_z-z\partial_y)^2+(x\partial_z-z\partial_x)^2\) gives

\[
r^2\partial_z^2=-\Lambda-z^2\nabla^2+D-N+2ND .
\]

Therefore

\[
\partial_zG=2-D-3ND+2\Lambda+2z^2\nabla^2 .
\]

Three facts reduce this on the shell:

- \([H,r^2]=-3-2D\) gives \(PDP=-\tfrac32\).
- \(\nabla^2\psi=(1/n^2-2/r)\psi\).
- Equation (3) multiplied by \(z\) gives \(ND\psi=(zM_z+z^2/n^2-z^2/r)\psi\), while \(PzM_zP=ZM_z=-\tfrac32A_z^2\).

Inserting them,

\[
P\partial_zGP=\tfrac72+2\Lambda+\tfrac92A_z^2-\frac X{n^2}-Y .
\]

To eliminate \(Y\), use \([H,z^2D]=-D-2ND+z^2(2H+1/r)\). Its projection vanishes:

\[
\tfrac32+3A_z^2-\frac{3X}{n^2}+3Y=0,\qquad Y=\frac X{n^2}-\tfrac12-A_z^2 .
\]

With \(Z^2=\tfrac94n^2A_z^2\), the equation for \(X\) becomes

\[
X=\tfrac94n^2A_z^2+\frac{n^2}{2}\Big(4+2\Lambda+\tfrac{11}2A_z^2\Big)-X,
\]

and hence

\[
Pz^2P=\frac{n^2}{2}(2+L^2-L_z^2+5A_z^2). \tag{8}
\]

Adding the corresponding results for \(x\) and \(y\), and using (5),

\[
Pr^2P=\frac{n^2}{2}(5n^2+1-3L^2). \tag{9}
\]

## 7. The polarisability operator

Insert (6), (8) and (9) into (7):

\[
\begin{aligned}
\frac{\hat\alpha}{n^4}={}&\tfrac12(5n^2+1-3L^2)+\tfrac34(2+L^2-L_z^2+5A_z^2)\\
&-\tfrac92A_z^2-\tfrac{15}8(n^2-1-2L^2-A_z^2+L_z^2).
\end{aligned}
\]

Collecting terms,

\[
\boxed{\hat\alpha=\frac{n^4}{8}\left[5n^2+31+24L^2-21L_z^2+9A_z^2\right]}. \tag{10}
\]

**The s states.** Here \(L^2=L_z^2=0\), and spherical symmetry with (5) gives \(\langle A_z^2\rangle=(n^2-1)/3\). The bracket is \(8n^2+28\), so

\[
\alpha_{ns}=\frac{n^4(2n^2+7)}2 .
\]

For 1s this is \(9/2\), the complete static polarisability, since the shell has no other state. From 2s to 5s the values are 120, 1012.5, 4992 and 17812.5. At large \(n\) the growth is as \(n^6\).

**The 2p states.** For \(|m|=1\) there is one state for each \(m\), and parity makes \(A_z\) vanish on it. For \(m=0\), \(A_z\) couples only 2s and 2p. Since \(\langle A_z^2\rangle=1\) in 2s, the same coupling gives 1 in 2p. Thus

\[
\alpha_{2p,0}=2(51+48+9)=216,
\]
\[
\alpha_{2p,\pm1}=2(51+48-21)=156 .
\]

The average over the three values of \(m\) is 176.

## 8. The parabolic formula

The parabolic states diagonalise \(L_z\) and \(A_z\), that is, \(J_{1z}\) and \(J_{2z}\) with eigenvalues \(m_1\) and \(m_2\). Put \(m=m_1+m_2\) and \(k=m_2-m_1\). Then \(Z=\tfrac32nk\), and \(k\) is the usual difference \(n_1-n_2\) of parabolic quantum numbers.

For \(|m|=n-1\) the shell has one state for each \(m\), with \(l=n-1\). The other parabolic states do not have a definite \(l\), but the diagonal element of \(L^2\) is simple in all cases. In \(L^2=J_1^2+J_2^2+2\mathbf J_1\cdot\mathbf J_2\), only \(2m_1m_2=(m^2-k^2)/2\) survives from the last term:

\[
\langle L^2\rangle=\tfrac12(n^2-1+m^2-k^2).
\]

Equation (10) now gives

\[
\alpha_{nkm}=\frac{n^4}{8}(17n^2-3k^2-9m^2+19),
\]
\[
E_{nkm}=-\frac1{2n^2}+\frac32nkF-\frac{F^2}2\alpha_{nkm}+O(F^3).
\]

Diagonal elements suffice for the following reason. \(\hat\alpha\) conserves \(m\), and at fixed \(m\) all values of \(k\) differ, so the linear term in (1) has already separated the states. An off-diagonal element of order \(F^2\), squared and divided by a separation of order \(F\), acts at order \(F^3\).

For \(n=2\), \(m=0\), the parabolic states are \((2s\pm2p)/\sqrt2\). Each has polarisability \((120+216)/2=168\). The difference between 120 and 216 has not disappeared: it is an off-diagonal element of magnitude \((216-120)/2=48\). For \(|m|=1\) the spherical and parabolic states coincide, and both descriptions give 156.

## 9. When 2s and 2p are separated

Suppose another interaction raises 2s above 2p by \(\delta>0\), small against the distance to other shells, and otherwise leaves the states unchanged. Since \(|\langle2s|z|2p_0\rangle|=3\), (1) becomes a two-level problem, measured from the 2p energy:

\[
\begin{pmatrix}\delta-60F^2&3F\\3F&-108F^2\end{pmatrix}.
\]

Its eigenvalues are

\[
\epsilon_\pm=\frac\delta2-84F^2\pm\sqrt{\Big(\frac\delta2+24F^2\Big)^2+9F^2}. \tag{11}
\]

If \(3F\ll\delta\), the upper level is \(\delta+9F^2/\delta-60F^2\) to second order. The full polarisability of 2s is then \(120-18/\delta\), apart from a correction of order \(\delta\) because the shift also changes the energy distances to the other shells. The value 120 is a well-defined part of it, but for small \(\delta\) the in-shell part is much larger and has the opposite sign.

If \(3F\gg\delta\), the states become parabolic, and expanding the root in (11) gives \(\epsilon_\pm\approx\delta/2-84F^2\pm\big[3F+(\delta/2+24F^2)^2/(6F)\big]\). The last term contains \(\delta^2/(24F)\), which is small against \(3F\) but falls below \(84F^2\) only when \(\delta^2<2016F^3\); for \(\delta^2\ll2016F^3\) the levels lie at \(\pm3F-84F^2\) measured from \(\delta/2\). The matrix leaves out terms of order \(\delta F^2\), which change the sum of the two levels by about \(-780\,\delta F^2\), and, like (1), terms of order \(F^3\). For \(3F\gg\delta\) the latter are the larger omission, about \(\pm1460F^3\) in the two levels. Within this model the mean quadratic shift is \(-84F^2\) in both limits, because \(\epsilon_++\epsilon_-\) equals the trace \(\delta-168F^2\) of the two-level matrix, whatever the ratio of \(F\) to \(\delta\).

## 10. Reading the numbers

The three parts of (7) show where the \(n=2\) values come from. For 2s, \(\langle r^2\rangle=42\) and \(\langle z^2\rangle=14\). The coordinate part is \(4(42+21)=252\), the squared-dipole part is \(-8\times9=-72\), and the double commutator gives \(-60\):

\[
252-72-60=120 .
\]

For 2p with \(m=0\), the moments are 30 and 18, and the commutator part changes sign:

\[
228-72+60=216 .
\]

For \(|m|=1\), \(\langle z^2\rangle=6\) and \(Z=0\), leaving \(4(30+9)=156\). In SI units the polarisabilities 120, 216 and 156 are \(1.979\), \(3.561\) and \(2.572\times10^{-39}\ \mathrm{C^2\,m^2\,J^{-1}}\).

For \(n=2\), \(m=0\), each parabolic value was the plain average of the spherical ones. For the three \(m=0\) states of \(n=3\) this no longer holds. The spherical diagonal elements are 1012.5, 1620 and 2349 for 3s, 3p and 3d, and 3s and 3d are coupled by an element of magnitude 171.8. The parabolic values are 1741.5 for \(k=0\) and 1620 for \(k=\pm2\). Both sets add to 4981.5.

The repeated 1620 has a reason. Parity reverses \(k\), so 3p is the odd combination of \(k=\pm2\). In (10) only \(L^2\) is off-diagonal in \(k\), and it changes \(k\) by \(\pm2\). It cannot connect \(+2\) to \(-2\), so the odd combination keeps their common value.

Finally, take \(n=2\), \(m=0\) at \(F=10^{-4}\), or \(5.142\times10^7\ \mathrm{V\,m^{-1}}\). The matrix of \(H+Fz\) was diagonalised in 16 Laguerre radial functions with exponent \(1/2\) for each \(l=0,\ldots,4\). This discrete basis does not describe ionisation. The levels are

\[
-0.1253008416,\qquad-0.1247008385\ \text{hartree}.
\]

Their mean lies \(8.40026\times10^{-7}\) hartree below \(-1/8\); the quadratic term predicts \(84F^2=8.4\times10^{-7}\). Reversing \(F\) exchanges the two levels, so the mean is even in \(F\) and the small remainder begins at \(F^4\).

Half the splitting is \(3.000016\times10^{-4}\) hartree, against \(3F=3\times10^{-4}\). The excess is about \(1.6\times10^{-9}\). Equation (11) with \(\delta=0\) contributes \((24F^2)^2/(6F)=96F^3\approx1\times10^{-10}\) to it. Most of the excess therefore comes from terms beyond \(F^2\) in the effective Hamiltonian, which (1) leaves out.

All numerical values are calculated from the stated model.
